# Starting-point dependence of a BSE@$G_0W_0$ excitation energy in N$_2$: verification in Python

```python
# BSE@G0W0 for N2 (lowest 1Pi_g, 3sigma_g -> 1pi_g) versus exact-exchange fraction alpha
# of the PBE-hybrid start. Under test: a small starting gap (G) misplaces the poles of G0
# and (WS) overscreens W in Sigma, both shrinking the quasiparticle gap, while (WK) the
# overscreened kernel weakens the attraction; at alpha=0 the excitation is too low.
# Screening weakens monotonically with alpha at fixed orbitals; with relaxed orbitals the
# bare integral v_iiaa falls as Wp_iiaa rises, so the binding is nearly flat in alpha.
# Symbols: eps starting energies; D=eps_a-eps_i; V=(ia|jb); L=(pq|ia); Om, w RPA poles and
# amplitudes; Wp=W(0)-v=-4 L (D+4V)^-1 L^T; ex=<p|h+J+Sigma_x|p>; QP: om=ex+Sigma_c(om);
# S_pm=sum_s w^2/den^2; Z=1/(1+sum_m S_pm); i=3sigma_g, a=1pi_g. Hartree inside, eV printed.
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto, scf, dft, cc, symm
from pyscf.cc import eom_rccsd
from pyscf.tdscf.rhf import get_ab

EV = physical_constants['Hartree energy in eV'][0]
R = 1.10
mol = gto.M(atom=f'N 0 0 0; N 0 0 {R}', basis='cc-pvdz', symmetry='D2h', verbose=0)
n, o = mol.nao, mol.nelectron // 2
nv = n - o
eri_ao = mol.intor('int2e')
hcore = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
sgn = np.where(np.arange(n) < o, 1.0, -1.0)

class Orbitals:
    def __init__(s, C):
        s.C = np.asarray(C)
        s.eri = np.einsum('pqrs,pi,qj,rk,sl->ijkl', eri_ao, s.C, s.C, s.C, s.C, optimize=True)
        s.sx = -np.einsum('pjjp->p', s.eri[:, :o, :o, :])
        s.ex = np.diag(s.C.T @ hcore @ s.C) + 2 * np.einsum('ppjj->p', s.eri[:, :, :o, :o]) + s.sx
        ids = np.array(symm.label_orb_symm(mol, mol.irrep_id, mol.symm_orb, s.C))
        s.ids = ids
        s.i = max(p for p in range(o) if ids[p] == 0)       # Ag
        s.a = min(p for p in range(o, n) if ids[p] == 2)    # B2g
        s.blk = np.where((ids[:o, None] ^ ids[None, o:]).ravel() == 2)[0]
        s.V = s.eri[:o, o:, :o, o:].reshape(o * nv, -1)
        s.L = s.eri[:, :, :o, o:].reshape(n * n, -1)

def pair_gaps(e):
    return (e[None, o:] - e[:o, None]).ravel()

def rpa(s, e):
    d = np.sqrt(pair_gaps(e))
    om2, Zv = np.linalg.eigh(d[:, None] * (np.diag(d**2) + 4 * s.V) * d[None, :])
    Om = np.sqrt(om2)
    return Om, (np.sqrt(2) * s.L @ (d[:, None] * Zv / np.sqrt(Om))).reshape(n, n, -1)

def wp(s, e, nu=0.0):
    D = pair_gaps(e)
    M = np.diag((D**2 + nu**2) / D) + 4 * s.V
    return (-4 * s.L @ np.linalg.solve(M, s.L.T)).reshape(n, n, n, n)

def sigma(p, om, eG, Om, w):
    den = om - eG[:, None] + sgn[:, None] * Om[None, :]
    return np.sum(w[p]**2 / den), np.sum(w[p]**2 / den**2, axis=1)

def qp(s, eG, eW):
    Om, w = rpa(s, eW)
    E = np.zeros(n)
    for p in range(n):
        sg, S = sigma(p, eG[p], eG, Om, w)
        E[p] = eG[p] + (s.ex[p] + sg - eG[p]) / (1 + S.sum())
    lo, hi = eG[:o].max() - Om[0] + 1e-3, eG[o:].min() + Om[0] - 1e-3
    for p in (s.i, s.a):
        E[p] = brentq(lambda x: x - s.ex[p] - sigma(p, x, eG, Om, w)[0], lo, hi, xtol=1e-14)
    return E

def ab(s, E, Wp):
    W = s.eri + Wp
    A = np.diag(pair_gaps(E)) + 2 * s.V - W[:o, :o, o:, o:].transpose(0, 2, 1, 3).reshape(o * nv, -1)
    B = 2 * s.V - W[:o, o:, :o, o:].transpose(0, 3, 2, 1).reshape(o * nv, -1)
    return A, B

def bse(s, E, Wp):
    A, B = ab(s, E, Wp)
    ix = np.ix_(s.blk, s.blk)
    A, B = A[ix], B[ix]
    assert np.linalg.eigvalsh(A - B)[0] > 0 and np.linalg.eigvalsh(A + B)[0] > 0
    return np.sqrt(np.linalg.eigvals((A - B) @ (A + B)).real.min())

# Hartree-Fock checks and coupled-cluster reference
hf = scf.RHF(mol); hf.conv_tol = 1e-11; hf.chkfile = None; hf.kernel()
sh = Orbitals(hf.mo_coeff)
assert abs(sh.ex - hf.mo_energy).max() < 1e-5
Aref, Bref = get_ab(hf)
Amy, Bmy = ab(sh, np.asarray(hf.mo_energy), 0.0)
assert abs(Amy - Aref.reshape(o * nv, -1)).max() < 1e-8
assert abs(Bmy - Bref.reshape(o * nv, -1)).max() < 1e-8
mycc = cc.CCSD(hf, frozen=2); mycc.kernel(); assert mycc.converged
eip, vip = mycc.ipccsd(nroots=3)
k = int(np.argmin(eip)); IP = float(eip[k])
assert np.argmax(abs(np.asarray(vip[k])[:o - 2])) + 2 == sh.i
eea, vea = mycc.eaccsd(nroots=2)
k = int(np.argmin(eea)); ATT = float(eea[k])
assert sh.ids[o + np.argmax(abs(np.asarray(vea[k])[:nv]))] in (2, 3)
eom = eom_rccsd.EOMEESinglet(mycc)
g = np.zeros(eom.vector_size()); gi = (sh.i - 2) * nv + sh.a - o; g[gi] = 1
eee, vee = eom.kernel(nroots=1, guess=[g])
Eref = float(np.ravel(eee)[0]); gapref = IP + ATT
assert np.argmax(abs(np.ravel(vee)[:(o - 2) * nv])) == gi
print(f'N2, R = {R:.2f} Angstrom, cc-pVDZ, {n} orbitals, {o} occupied; energies in eV')
print(f'EOM-CCSD: IP(3sg) {IP*EV:.3f}, E(N+1)-E(N) {ATT*EV:.3f}, gap {gapref*EV:.3f} eV')
print(f'EOM-CCSD: 1Pi_g {Eref*EV:.3f} eV = {Eref:.5f} hartree, binding {(gapref-Eref)*EV:.3f} eV')

# self-consistent starts
alphas = [0.0, 0.25, 0.5, 0.75, 1.0]
mfs, rows, dm = [], [], hf.make_rdm1()
print('alpha start_gap ex_gap QP_gap W_iiaa binding E_BSE E_BSE(W_QP) v_iiaa Wp_iiaa [eV]')
for al in alphas:
    mf = dft.RKS(mol); mf.chkfile = None; mf.conv_tol = 1e-10
    mf.xc = 'PBE,PBE' if al == 0 else 'HF,PBE' if al == 1 else f'{al:.2f}*HF+{1-al:.2f}*PBE,PBE'
    if mfs:
        mf.grids = mfs[0].grids
    mf.kernel(dm); assert mf.converged
    dm = mf.make_rdm1(); mfs.append(mf)
    s, e = Orbitals(mf.mo_coeff), np.asarray(mf.mo_energy)
    E, Wp = qp(s, e, e), wp(s, e)
    Eb, gap = bse(s, E, Wp), E[s.a] - E[s.i]
    vel, wel = s.eri[s.i, s.i, s.a, s.a], Wp[s.i, s.i, s.a, s.a]
    rows.append([e[s.a] - e[s.i], s.ex[s.a] - s.ex[s.i], gap, vel + wel, gap - Eb, Eb,
                 bse(s, E, wp(s, E)), vel, wel])
    print(f'{al:.2f} ' + ' '.join(f'{x*EV:7.3f}' for x in rows[-1]))
rows = np.array(rows)
gap_err, bind_err = rows[0, 2] - gapref, rows[0, 4] - (gapref - Eref)
print(f'alpha=0: gap error {gap_err*EV:.3f}, binding error {bind_err*EV:.3f}, '
      f'E error {(rows[0,5]-Eref)*EV:.3f} eV')
print(f'alpha=0: E_BSE = {rows[0,5]:.5f} hartree')
chg = rows[-1] - rows[0]
print(f'alpha 0->1: gap {chg[2]*EV:.3f}, binding {chg[4]*EV:.3f}, E {chg[5]*EV:.3f}, '
      f'v_iiaa {chg[7]*EV:.3f}, Wp_iiaa {chg[8]*EV:.3f} eV')
for col, ref, name in ((2, gapref, 'QP gap'), (5, Eref, 'E_BSE')):
    if rows[0, col] < ref < rows[-1, col]:
        print(f'{name} meets EOM-CCSD at alpha = {np.interp(ref, rows[:, col], alphas):.2f} (interpolated)')
    else:
        print(f'{name} does not meet EOM-CCSD for alpha in [0,1]')
for col in (0, 2, 4, 5, 8):            # start gap, QP gap, binding, E, screened part Wp rise
    assert np.all(np.diff(rows[:, col]) > 0)
assert np.all(np.diff(rows[:, 7]) < 0)  # orbital relaxation lowers the bare attraction
assert np.ptp(rows[:, 4]) < 0.1 * chg[2]
assert rows[0, 2] < gapref and rows[0, 5] < Eref and rows[0, 6] < rows[0, 5]
assert -gap_err > bind_err > 0

# frozen PBE orbitals: energies linear in alpha
s, e0, dm0 = Orbitals(mfs[0].mo_coeff), np.asarray(mfs[0].mo_energy), mfs[0].make_rdm1()
i, a = s.i, s.a
vx = dft.numint.NumInt().nr_rks(mol, mfs[0].grids, 'PBE,', dm0)[2]
slope = s.sx - np.diag(s.C.T @ vx @ s.C)
eps = lambda x: e0 + x * slope
for kk in (2, 4):
    F = hcore + mfs[kk].get_veff(mol, dm0)
    assert abs(np.diag(s.C.T @ F @ s.C) - eps(alphas[kk])).max() < 2e-5
assert pair_gaps(slope).min() > 0
print(f'PBE eps_i {e0[i]*EV:.3f}, eps_a {e0[a]*EV:.3f}; d/dalpha {slope[i]*EV:.3f}, {slope[a]*EV:.3f} eV')

Om, w = rpa(s, e0); Wp0 = wp(s, e0); wf = w.reshape(n * n, -1)
assert abs(-2 * (wf / Om) @ wf.T - Wp0.reshape(n * n, -1)).max() < 1e-9
h = 1e-4
G = np.linalg.solve(np.diag(pair_gaps(e0)) + 4 * s.V, s.L.T)
dW = (4 * G.T @ (pair_gaps(slope)[:, None] * G)).reshape(n, n, n, n)
assert abs(dW - (wp(s, eps(h)) - wp(s, eps(-h))) / (2 * h)).max() < 1e-7
Wp1 = wp(s, eps(1.0))
assert np.linalg.eigvalsh((Wp1 - Wp0).reshape(n * n, -1))[0] > -1e-10
print(f'lowest RPA pole alpha=0 {Om[0]*EV:.3f}, alpha=1 {rpa(s, eps(1.0))[0][0]*EV:.3f} eV')
print(f'PBE orbitals: v_iiaa {s.eri[i,i,a,a]*EV:.3f}, 2(ia|ia) {2*s.eri[i,a,i,a]*EV:.3f} eV')
print(f'frozen Wp_iiaa alpha=0 {Wp0[i,i,a,a]*EV:.3f}, alpha=1 {Wp1[i,i,a,a]*EV:.3f}, '
      f'slope at 0 {dW[i,i,a,a]*EV:.3f} eV')

# Sigma_c at midgap by imaginary-axis quadrature with matrix inversion
t, wt = np.polynomial.legendre.leggauss(120)
nus, wts = (1 + t) / (1 - t), 2 * wt / (1 - t)**2
mid = 0.5 * (e0[o - 1] + e0[o]); x = mid - e0; D0 = pair_gaps(e0)
for p, name in ((i, 'i'), (a, 'a')):
    Lp = s.L.reshape(n, n, -1)[p]; tot = 0.0
    for nu, wq in zip(nus, wts):
        Wd = -4 * np.einsum('mk,km->m', Lp, np.linalg.solve(np.diag((D0**2 + nu**2) / D0) + 4 * s.V, Lp.T))
        tot -= wq * np.sum(Wd * x / (x**2 + nu**2)) / np.pi
    ana = sigma(p, mid, e0, Om, w)[0]
    assert abs(tot - ana) < 1e-6
    print(f'Sigma_c,{name}(midgap): poles {ana*EV:.5f}, quadrature {tot*EV:.5f} eV')

# effect of the poles of G0
E0 = qp(s, e0, e0); Ep, Em = qp(s, eps(h), e0), qp(s, eps(-h), e0)
same = opp = 0.0; unren = {}
for p, name, sg in ((i, 'i', -1), (a, 'a', 1)):
    sc, S = sigma(p, E0[p], e0, Om, w); Z = 1 / (1 + S.sum())
    po, pv = Z * S[:o] @ slope[:o], Z * S[o:] @ slope[o:]
    assert abs(po + pv - (Ep[p] - Em[p]) / (2 * h)) < 1e-7
    same += sg * (po if p < o else pv); opp += sg * (pv if p < o else po)
    s0, S0 = sigma(p, e0[p], e0, Om, w); c = s.ex[p] + s0 - e0[p]; unren[p] = e0[p] + c
    print(f'level {name}: ex {s.ex[p]*EV:.3f}, Sigma_c {sc*EV:.3f}, QP {E0[p]*EV:.3f} eV, Z {Z:.3f}, '
          f'S_occ {S[:o].sum():.4f}, S_vir {S[o:].sum():.4f}')
    print(f'level {name}: correction at eps {c*EV:.3f} eV, Z(eps) {1/(1+S0.sum()):.3f}, '
          f'linearised {(e0[p]+c/(1+S0.sum()))*EV:.3f} eV')
print(f'gap with Z=1 {(unren[a]-unren[i])*EV:.3f}, solved gap {(E0[a]-E0[i])*EV:.3f} eV')
print(f'd gap/d alpha via G: same side {same*EV:.3f}, opposite {opp*EV:.3f}, sum {(same+opp)*EV:.3f} eV')
assert unren[a] - unren[i] > E0[a] - E0[i] and same > 0 > opp and same + opp > 0

# diagonal static cancellation: polarisation of the difference density
net = []
for al in (0.0, 1.0):
    Oa, wa = rpa(s, eps(al))
    gap_part = -np.sum(wa[a, a]**2 / Oa) - np.sum(wa[i, i]**2 / Oa)
    ker_part = 2 * np.sum(wa[i, i] * wa[a, a] / Oa)
    u = s.L[a * n + a] - s.L[i * n + i]
    direct = -2 * u @ np.linalg.solve(np.diag(pair_gaps(eps(al))) + 4 * s.V, u)
    assert abs(gap_part + ker_part - direct) < 1e-10
    net.append(direct)
    print(f'alpha={al:.0f} diagonal static: gap part {gap_part*EV:.3f}, kernel {ker_part*EV:.3f}, net {direct*EV:.3f} eV')
assert net[0] < net[1] < 0

# BSE block against the full non-Hermitian problem; single-pair estimate
B0 = bse(s, E0, Wp0); A, B = ab(s, E0, Wp0)
assert abs(np.linalg.eigvals(np.block([[A, B], [-B, -A]])) - B0).min() < 1e-8
pair = (E0[a] - E0[i]) + 2 * s.eri[i, a, i, a] - s.eri[i, i, a, a] - Wp0[i, i, a, a]
print(f'alpha=0: single-pair estimate {pair*EV:.3f}, full BSE {B0*EV:.3f} eV')

print('change from alpha=0 [eV]: alpha, E via G WS WK WS+WK cross orbitals total, frozen dW_iiaa')
frozen_dW = [0.0]
for kk, al in enumerate(alphas[1:], 1):
    ea = eps(al); Wa = wp(s, ea)
    EG, EW, EA = qp(s, ea, e0), qp(s, e0, ea), qp(s, ea, ea)
    dG, dS, dK = bse(s, EG, Wp0) - B0, bse(s, EW, Wp0) - B0, bse(s, E0, Wa) - B0
    allf = bse(s, EA, Wa) - B0; tot = rows[kk, 5] - B0
    dWel = Wa[i, i, a, a] - Wp0[i, i, a, a]; frozen_dW.append(dWel)
    print(f'{al:.2f} ' + ' '.join(f'{y*EV:7.3f}' for y in
          (dG, dS, dK, dS + dK, allf - dG - dS - dK, tot - allf, tot, dWel)))
    assert dG > 0 and dS > 0 and dK < 0 and allf > 0
    assert abs(dK + dWel) < 0.3 * abs(dWel)   # single-pair picture, up to configuration mixing
    assert dWel > rows[kk, 3] - rows[0, 3]    # relaxed orbitals undo part of the rise of W
assert np.all(np.diff(frozen_dW) > 0)         # W_iiaa rises monotonically at fixed orbitals
g0 = E0[a] - E0[i]
print(f'alpha=1 gap change: G {(EG[a]-EG[i]-g0)*EV:.3f}, WS {(EW[a]-EW[i]-g0)*EV:.3f}, '
      f'both {(EA[a]-EA[i]-g0)*EV:.3f} eV')
print(f'alpha=1 change of W_iiaa: frozen {dWel*EV:.3f}, relaxed {chg[3]*EV:.3f} eV')
assert EG[a] - EG[i] > g0 and EW[a] - EW[i] > g0
print('ALL CHECKS PASSED')
```

It prints:

```
N2, R = 1.10 Angstrom, cc-pVDZ, 28 orbitals, 7 occupied; energies in eV
EOM-CCSD: IP(3sg) 15.177, E(N+1)-E(N) 4.111, gap 19.288 eV
EOM-CCSD: 1Pi_g 9.583 eV = 0.35218 hartree, binding 9.705 eV
alpha start_gap ex_gap QP_gap W_iiaa binding E_BSE E_BSE(W_QP) v_iiaa Wp_iiaa [eV]
0.00   8.274  21.832  18.544  11.531  10.008   8.536   8.219  13.782  -2.251
0.25  11.659  21.749  18.987  11.568  10.040   8.946   8.729  13.621  -2.053
0.50  15.036  21.713  19.334  11.583  10.055   9.279   9.162  13.460  -1.877
0.75  18.406  21.720  19.635  11.582  10.062   9.573   9.553  13.302  -1.720
1.00  21.769  21.764  19.913  11.567  10.063   9.850   9.914  13.147  -1.580
alpha=0: gap error -0.744, binding error 0.303, E error -1.047 eV
alpha=0: E_BSE = 0.31369 hartree
alpha 0->1: gap 1.369, binding 0.055, E 1.314, v_iiaa -0.635, Wp_iiaa 0.671 eV
QP gap meets EOM-CCSD at alpha = 0.47 (interpolated)
E_BSE meets EOM-CCSD at alpha = 0.76 (interpolated)
PBE eps_i -9.718, eps_a -1.444; d/dalpha -7.826, 5.705 eV
lowest RPA pole alpha=0 9.756, alpha=1 21.660 eV
PBE orbitals: v_iiaa 13.782, 2(ia|ia) 2.029 eV
frozen Wp_iiaa alpha=0 -2.251, alpha=1 -1.803, slope at 0 0.561 eV
Sigma_c,i(midgap): poles 0.91570, quadrature 0.91570 eV
Sigma_c,a(midgap): poles -0.33146, quadrature -0.33146 eV
level i: ex -16.362, Sigma_c 2.010, QP -14.352 eV, Z 0.864, S_occ 0.1335, S_vir 0.0233
level i: correction at eps -5.264 eV, Z(eps) 0.893, linearised -14.417 eV
level a: ex 5.470, Sigma_c -1.277, QP 4.192 eV, Z 0.911, S_occ 0.0342, S_vir 0.0637
level a: correction at eps 6.175 eV, Z(eps) 0.913, linearised 4.193 eV
gap with Z=1 19.712, solved gap 18.544 eV
d gap/d alpha via G: same side 1.329, opposite -0.373, sum 0.955 eV
alpha=0 diagonal static: gap part -2.438, kernel 2.251, net -0.187 eV
alpha=1 diagonal static: gap part -1.947, kernel 1.803, net -0.143 eV
alpha=0: single-pair estimate 9.042, full BSE 8.536 eV
change from alpha=0 [eV]: alpha, E via G WS WK WS+WK cross orbitals total, frozen dW_iiaa
0.25   0.234   0.292  -0.136   0.155  -0.024   0.045   0.410   0.132
0.50   0.453   0.575  -0.263   0.312  -0.149   0.127   0.743   0.249
0.75   0.644   0.794  -0.379   0.415  -0.267   0.245   1.037   0.353
1.00   0.807   0.982  -0.486   0.496  -0.386   0.397   1.314   0.447
alpha=1 gap change: G 0.739, WS 0.936, both 1.333 eV
alpha=1 change of W_iiaa: frozen 0.447, relaxed 0.036 eV
ALL CHECKS PASSED
```
